# Why caesium's higher principal doublets exceed the 2:1 intensity ratio

**Question.** An alkali atom in its ground s state absorbs light on the doublets \(s\to np_{3/2}\) and \(s\to np_{1/2}\). Counting magnetic sublevels suggests an intensity ratio of 2. In caesium the first doublet is close to this value, but higher members have ratios far above it. How can spin-orbit coupling, a small energy, change intensities so much, and why does it spare the first doublet?

**Answer.** Fermi's account rests on interference. Spin-orbit coupling splits each p level, but it also mixes p levels of different \(n\). A higher level thereby acquires a little of the first p level, whose transition from the ground state is very strong. The borrowed amplitude has opposite signs for the two values of \(j\). It adds to the weak direct amplitude for \(j=3/2\) and subtracts from it for \(j=1/2\).

**Where the factor 2 comes from**

Let \(n=1,2,\ldots\) count the doublets, so that in caesium \(n=1\) is 6p and \(n=2\) is 7p. Atomic units are used. The valence electron moves in an effective central potential, and the spin-orbit term is \(\xi(r)\,\mathbf l\cdot\mathbf s\). Since \(\mathbf j=\mathbf l+\mathbf s\),

\[
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].
\]

For \(l=1\), \(s=1/2\), its value \(c_j\) is

\[
c_{3/2}=\tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=\tfrac12,\qquad
c_{1/2}=\tfrac12\left(\tfrac34-2-\tfrac34\right)=-1 .
\]

Light polarized along \(z\) takes the s electron to the p orbital with \(m_l=0\) and leaves its spin alone. For spin up, the state reached is \(|0\uparrow\rangle\). In the \(j=3/2\) space the state with the same total projection is

\[
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle .
\]

A fraction \(2/3\) of \(|0\uparrow\rangle\) therefore lies in \(j=3/2\), and the remaining \(1/3\) lies in \(j=1/2\). Spin down gives the same fractions. If \(R_{n,j}\) is the radial integral of \(r\) between the s function and the p function, the line strengths obey

\[
\frac{S_n(3/2)}{S_n(1/2)}=2\left(\frac{R_{n,3/2}}{R_{n,1/2}}\right)^2 .
\]

The value 2 thus assumes equal radial integrals. Integrated absorption in a thin layer follows the oscillator strength, which is proportional to \(\Delta E\,S\), so its ratio has the further factor \(\Delta E_{3/2}/\Delta E_{1/2}\). This factor is close to 1 and cannot explain a large anomaly.

**How mixing changes the radial integral**

Let \(u_n\) be the real, normalized p functions without spin-orbit coupling, with energies \(E_n\), and let

\[
R_n=\int_0^\infty u_s\,r\,u_n\,dr,\qquad
\xi_{kn}=\int_0^\infty u_k\,\xi(r)\,u_n\,dr .
\]

For a given \(j\) the radial Hamiltonian is \(H_0+c_j\xi\). Write its solution as \(u_n+c_j\delta_n\) and its energy as \(E_n+c_j\varepsilon_n\). The terms of first order in \(\xi\) give

\[
(E_n-H_0)\,\delta_n=(\xi-\varepsilon_n)\,u_n .
\]

Projection on \(u_n\) makes the left side vanish, so \(\varepsilon_n=\xi_{nn}\). This diagonal part shifts the energies and leaves the function unchanged. Projection on \(u_k\) with \(k\ne n\) gives \((E_n-E_k)\langle u_k|\delta_n\rangle=\xi_{kn}\). Hence

\[
u_{n,j}=u_n+c_j\sum_{k\ne n}\frac{\xi_{kn}}{E_n-E_k}\,u_k ,
\]

where the sum includes the continuum and, in a real atom, the p levels of the core that lie below \(n=1\). Multiplying by \(u_s r\) and integrating,

\[
R_{n,j}=R_n(1+c_jx_n),\qquad
x_n=\sum_{k\ne n}\frac{\xi_{kn}}{E_n-E_k}\,\frac{R_k}{R_n}.
\]

With the two values of \(c_j\), the strength ratio becomes

\[
\boxed{\frac{S_n(3/2)}{S_n(1/2)}=2\left(\frac{1+x_n/2}{1-x_n}\right)^2}
\]

with both amplitudes taken to first order in \(\xi\). For small \(x_n\) the squared fraction is \(1+x_n+2x_n+\ldots\), so the ratio is about \(2(1+3x_n)\). Two thirds of this initial change comes from the weakening of the \(j=1/2\) line.

The formula exceeds 2 when \((1+x_n/2)^2>(1-x_n)^2\), that is, when \(3x_n-\tfrac34x_n^2>0\), or \(0<x_n<4\). A negative \(x_n\) gives a ratio below 2. Near \(x_n=1\) the first-order \(j=1/2\) amplitude vanishes. The neglected terms then decide its strength, so the first-order ratio is unreliable there. Solving the radial equation separately for each \(j\) avoids the expansion when \(\xi\) is bounded, as in the model below. A real \(\xi\) grows as \(1/r^3\) at the nucleus and is attractive for \(j=1/2\), so it must be regularized there or replaced by the Dirac equation.

**Why the first doublet lends so effectively**

In a heavy atom, spin-orbit coupling acts close to the nucleus. There the potential is much larger than the differences between valence energies, so the p functions have nearly the same shape: \(u_n(r)\approx N_n g(r)\). Choose all \(N_n\) positive. Then

\[
\xi_{1n}\approx N_1N_n\int g^2\xi\,dr\approx\sqrt{\xi_{11}\xi_{nn}}>0 .
\]

For \(n>1\), \(E_n-E_1\) is positive too. The contribution of the first level,

\[
x_n^{(1)}=\frac{\xi_{1n}}{E_n-E_1}\,\frac{R_1}{R_n},
\]

is therefore positive if \(R_1\) and \(R_n\) have the same sign. This condition belongs to the explanation: mixing with a strong line could otherwise lower the ratio.

A second condition concerns the size of \(R_n\). Higher functions are spread over a larger volume, which makes \(N_n\) small. If \(R_n\) fell merely in proportion to \(N_n\), then \(\xi_{1n}R_1/R_n\) would be about \(\xi_{11}\), and \(x_n^{(1)}\) would be about \(\xi_{11}/(E_n-E_1)\), a small number. The large effect needs \(R_n\) to be smaller still. This happens through cancellation: \(u_s r\) overlaps regions where \(u_n\) has opposite signs. The spin-orbit integral, confined to small \(r\), does not suffer this cancellation.

The first doublet is protected by the inverse ratio. Level \(n\) contributes to \(x_1\) the amount

\[
\frac{\xi_{n1}}{E_1-E_n}\frac{R_n}{R_1}
=-x_n^{(1)}\left(\frac{R_n}{R_1}\right)^2 .
\]

What is a large relative change for the weak line is a tiny one for the strong line. No radial strength is created. Completeness of the p functions gives, for each \(j\),

\[
\sum_n R_{n,j}^2=\langle u_s|r^2|u_s\rangle ,
\]

with the continuum included and, in a real atom, the core p levels as well. The mixing redistributes this fixed sum.

**A numerical model**

Consider an alkali-like electron with round parameters; it is not a calculation of caesium. Each \(l\) has the potential \(-1/r\) plus an inverse-square core term. The ground function is \(u_s\propto r^{1.8}e^{-r/1.8}\). The p functions have effective angular momentum \(L=1.35\), so \(E_n=-1/[2(n+L)^2]\). The spin-orbit function is \(\xi(r)=Ae^{-r/a}\), with \(a=0.5\) bohr and \(A\) chosen to make \(\xi_{11}=0.0016\) hartree. This interaction reaches farther out than in a heavy atom, into a region where the potential is only several times the level differences. The estimate \(\xi_{1n}\approx\sqrt{\xi_{11}\xi_{nn}}\) nevertheless holds within 2 per cent for members 2 to 5.

For the second doublet, \(\xi_{12}=0.001007\) hartree and \(E_2-E_1=0.045985\) hartree. The admixture coefficient multiplying \(c_j\) is

\[
\frac{0.001007}{0.045985}=0.0219 .
\]

The radial integrals are \(R_1=4.512\) bohr and \(R_2=0.597\) bohr, with ratio 7.558. Thus

\[
x_2^{(1)}=0.0219\times7.558=0.1655 .
\]

A two per cent admixture has become a relative amplitude of nearly 17 per cent. All other levels together contribute \(-0.0202\), leaving \(x_2=0.1453\). The first-order ratio is

\[
2\left(\frac{1+0.0727}{1-0.1453}\right)^2=3.15 .
\]

Solving the radial problem for each \(j\) gives \(R_{2,3/2}=0.6375\) bohr and \(R_{2,1/2}=0.4960\) bohr, hence

\[
2\left(\frac{0.6375}{0.4960}\right)^2=3.30 .
\]

The oscillator-strength ratio is 3.33. For the first doublet the strength ratio is 1.975, slightly below 2 because \(x_1=-0.0044\). Its energy factor raises the oscillator-strength ratio to 2.06.

The full strength ratios of members 2 to 5 are 3.30, 4.29, 5.02 and 5.55. A separate solution on a radial grid agrees with them within the tested tolerance of 1 per cent. The first-order formula gives 5.04 for member 5, about 9 per cent below the full result. It captures the trend, but its error grows along the series, from about 5 per cent at member 2.

**Is the first doublet really the cause?**

The couplings between the first p level and all other p levels can be removed while every other coupling is kept. The ratios of members 2 to 5 then become 1.88, 2.16, 2.31 and 2.40. Most of the excess over 2 disappears, and for member 2 the remaining mixing even has the opposite effect.

The other levels are not negligible, however. For member 5, the first level contributes 0.229 to \(x_5=0.282\). The levels between them add 0.115, while the higher levels and continuum subtract 0.062. In this model, "mixing with the first doublet" names the main term of a sum.

**What happens toward the series limit?**

The ratio need not grow without bound. For large \(n\), the function \(u_n\) within the reach of both \(u_s\) and \(\xi\) approaches \(N_n\) times the zero-energy solution. Both \(\xi_{1n}\) and \(R_n\) are then proportional to \(N_n\), which cancels in \(x_n^{(1)}\). This term has a finite limit unless the dipole integral of the zero-energy solution vanishes. A finite limit does not guarantee a modest ratio: if \(x_n\) settles near 1, the \(j=1/2\) line nearly vanishes and the ratio becomes very large. In the model \(x_n\) stays well below 1; at member 22 it is about 0.35 and the full ratio is about 7.3. In a caesium-like potential with core polarization included, \(x_n\) can reach 1 within a few members.

In the model without spin-orbit coupling, that integral can be checked by hand. Substituting a power series into the zero-energy radial equation gives

\[
u(r)=r^{L+1}\sum_{m=0}^\infty\frac{(-2r)^m}{m!\,(2L+2)_m},
\]

where \((b)_m=b(b+1)\cdots(b+m-1)\) and \((b)_0=1\). Integrating term by term with \(r^{2.8}e^{-r/1.8}\) gives a positive factor times \({}_1F_1(6.15;4.7;-3.6)\). Kummer's transformation turns this into

\[
e^{-3.6}\,{}_1F_1(-1.45;4.7;3.6)
=e^{-3.6}(1-1.111+0.158+\ldots).
\]

All later terms in the bracket are positive, because the numerator product contains two negative factors and otherwise positive ones. The sum is therefore positive, and \(R_n\) keeps the sign of \(R_1\) as the limit is approached.

This matters for reading the numerical output, which lists dipole zeros near \(-0.005\) hartree. A single sign change there would make the threshold amplitude negative, contrary to the result just derived. Evaluated in closed form from the exact bound functions, \(R_n\) is positive for every \(n\) up to 150; the amplitude changes sign in the continuum, between 0.1 and 0.2 hartree above threshold. The printed zeros are thus not properties of the model, and nothing here relies on them. The sums for \(x_n\) do not depend on the sign given to any p function, since \(u_k\) and \(u_n\) each enter every term twice.

**What carries over to caesium**

The mechanism carries over where caesium has the same ingredients: a strong first doublet, weak higher ones, amplitudes of the same relative sign, and a spin-orbit interaction concentrated near the nucleus. The numbers do not carry over. The model omits core polarization, in which the valence electron induces a dipole in the core and so alters the transition operator. A correction that is small beside \(R_1\) can be appreciable beside \(R_n\), and it then changes both the direct amplitude and the relative weight of the borrowed one. A quantitative caesium calculation must include it together with the \(j\)-dependent wave functions.

## Computed values

```
Model: nu_s = 1.8, effective p angular momentum L = 1.35
Spin-orbit range a = 0.5 bohr, strength A = 1.5735 hartree
xi_11 = 0.00160 hartree; ground s energy = -0.15432 hartree
First doublet splitting = 0.002577 hartree
Angular weights for z light: j=3/2 1.3333, j=1/2 0.6667
Unperturbed levels: member, E (hartree), R (bohr), xi_1n (hartree)
  1  -0.090539  4.51164  0.001600
  2  -0.044553  0.59692  0.001007
  3  -0.026424  0.25143  0.000695
  4  -0.017469  0.14771  0.000514
  5  -0.012400  0.10102  0.000400
x_n parts: member, first level, other lower, upper+continuum, total
  1  0.00000  0.00000  -0.00438  -0.00438
  2  0.16550  0.00000  -0.02016  0.14534
  3  0.19453  0.05748  -0.03578  0.21623
  4  0.21506  0.09122  -0.04961  0.25667
  5  0.22858  0.11481  -0.06172  0.28166
Full radial integrals (bohr): member, j=3/2, j=1/2
  1  4.50156  4.52991
  2  0.63746  0.49602
  3  0.27697  0.18904
  4  0.16557  0.10446
  5  0.11444  0.06867
Strength ratios: member, first order, full, grid, first level uncoupled
  1  1.974  1.975  1.975  2.000
  2  3.150  3.303  3.303  1.877
  3  3.998  4.293  4.293  2.161
  4  4.608  5.024  5.024  2.310
  5  5.045  5.554  5.555  2.401
Oscillator-strength ratios, members 1 to 5:
  2.057  3.334  4.310  5.034  5.561
Second member: E_2-E_1 = 0.045985 hartree
Second member: R_1/R_2 = 7.5582
Second member: xi_12/(E_2-E_1) = 0.02190
Ground-state mean r^2 = 20.8656 bohr^2
Sum of R^2: j=3/2 20.8656, j=1/2 20.8656 bohr^2
First level's share of sum R^2, no spin-orbit = 0.9755
Energy of dipole zero relative to ionization threshold (hartree):
  no spin-orbit -0.0049, j=3/2 -0.0049, j=1/2 -0.0050
```
